# Dispersion Energy from Density Responses, and Its C6 Limit

Two finite fragments, A and B, far enough apart that their densities barely overlap, lower their total energy even when neither has a permanent electric field outside itself. At large distance this is an attraction along the line joining them; closer in, the negative sign of the energy does not by itself fix the direction of the force. This problem derives that energy from the density responses of the isolated fragments, first without any expansion in the distance and then at large distance.

**Setting.** Hartree atomic units are used. The nuclei are fixed. Each isolated fragment has a non-degenerate ground state \(|0\rangle\), real eigenfunctions, and excitation energies \(\omega_a>0\) for A and \(\omega_b>0\) for B. The electrons of A are treated as distinguishable from those of B, which neglects exchange between the fragments. This is justified only when the overlap is so small that exchange is negligible against the dispersion energy, which is itself small. For two hydrogen atoms at 8 bohr the squared orbital overlap is about \(10^{-4}\), yet the exchange energy (half the singlet–triplet splitting, \(1.7\times10^{-5}\) hartree) is still about 70% of the leading dispersion term of part (e); at 10 bohr it is about 8%. The Coulomb interaction is instantaneous, which requires the travel time of light between the fragments to be short compared with \(1/\omega_a\) and \(1/\omega_b\) for the excitations that carry most of the response.

Let \(\hat n_A(\mathbf r)\) be the electron density operator of A and \(z_A(\mathbf r)\) its fixed nuclear charge density, and likewise for B. With \(\hat m=\hat n-z\), the charge density is \(-\hat m\), and the two minus signs cancel in the interaction:

\[
\hat V=\iint d\mathbf r\,d\mathbf r'\;\hat m_A(\mathbf r)\,v(\mathbf r,\mathbf r')\,\hat m_B(\mathbf r'),\qquad v(\mathbf r,\mathbf r')=\frac{1}{|\mathbf r-\mathbf r'|}.
\]

Sums over excited states include an integral over the continuum.

## (a) Which part of the second-order energy is dispersion?

Write the energy to second order in \(\hat V\) and isolate the part in which both fragments are excited.

**Solution.** The unperturbed states are products \(|a\rangle|b\rangle\), with energy \(\omega_a+\omega_b\) above the ground state. Second-order perturbation theory gives

\[
E^{(2)}=-\sum_{(a,b)\neq(0,0)}\frac{|\langle ab|\hat V|00\rangle|^2}{\omega_a+\omega_b},\qquad \omega_0=0 .
\]

Each matrix element is a product of a factor from A and a factor from B under the integral. For an excited state,

\[
\langle a|\hat m_A(\mathbf r)|0\rangle=\langle a|\hat n_A(\mathbf r)|0\rangle-z_A(\mathbf r)\langle a|0\rangle=\rho_a(\mathbf r),
\]

because \(\langle a|0\rangle=0\). The function \(\rho_a\) is the transition density, and it is real. For \(a=0\) the factor is instead the permanent density \(\langle 0|\hat m_A|0\rangle\).

The terms with \(b=0\) describe A polarized by the permanent field of B. Those with \(a=0\) describe the reverse. Together they are the induction energy. The remaining terms are the dispersion energy:

\[
E_{\rm disp}=-\sum_{a\neq0}\sum_{b\neq0}\frac{M_{ab}^2}{\omega_a+\omega_b},\qquad
M_{ab}=\iint d\mathbf r\,d\mathbf r'\,\rho_a(\mathbf r)\,v(\mathbf r,\mathbf r')\,\rho_b(\mathbf r').
\]

No permanent density appears in it. It is never positive, since every term is a square over a positive denominator. The denominator, however, ties the two fragments together, so this is not yet an expression in separate properties of A and B.

## (b) How does one fragment respond to a growing potential?

An electron in one fragment is given the extra potential energy \(\varphi(\mathbf r)e^{ut}\), with \(u>0\), starting from the ground state at \(t\to-\infty\). Define \(\chi\) by

\[
\delta n(\mathbf r,t)=e^{ut}\int d\mathbf r'\,\chi(\mathbf r,\mathbf r';iu)\,\varphi(\mathbf r')
\]

to first order in \(\varphi\), and find it in terms of transition densities.

**Solution.** The argument \(iu\) is used because \(e^{-i\omega t}\) becomes \(e^{ut}\) at \(\omega=iu\). Write the state as

\[
|\psi(t)\rangle=e^{-iE_0t}\Big[(1+b_0)|0\rangle+\sum_{a\neq0}b_a(t)|a\rangle\Big].
\]

With \(\varphi_a=\int d\mathbf r\,\varphi\,\rho_a\), the first-order Schrödinger equation for an excited amplitude is

\[
i\dot b_a=\omega_a b_a+\varphi_a e^{ut}.
\]

Inserting \(b_a=\beta_a e^{ut}\) gives \(iu\beta_a=\omega_a\beta_a+\varphi_a\), hence

\[
\beta_a=-\frac{\varphi_a}{\omega_a-iu}.
\]

A solution of the homogeneous equation, proportional to \(e^{-i\omega_at}\), may not be added, because it would not vanish at \(t\to-\infty\).

The first-order density change is \(\delta n=2\,{\rm Re}(b_0)\,n_0+\sum_a 2\,{\rm Re}(b_a)\,\rho_a\), where \(n_0\) is the ground-state density. The amplitude \(b_0\) obeys \(i\dot b_0=e^{ut}\int\varphi n_0\), so it is purely imaginary and drops out. Since

\[
{\rm Re}\,\frac{1}{\omega_a-iu}={\rm Re}\,\frac{\omega_a+iu}{\omega_a^2+u^2}=\frac{\omega_a}{\omega_a^2+u^2},
\]

the response is

\[
\chi(\mathbf r,\mathbf r';iu)=-\sum_{a\neq0}\frac{2\omega_a}{\omega_a^2+u^2}\,\rho_a(\mathbf r)\,\rho_a(\mathbf r').
\]

It is real, symmetric in its two positions, and smooth in \(u\). The minus sign makes \(\chi\) negative semidefinite, so \(\int\varphi\,\delta n\le0\). On balance electrons move toward lower potential energy, although a point where the potential is raised less than elsewhere can still gain electrons. The states \(|a\rangle\) are the interacting many-electron states of the fragment, so this is its full response and not that of independent electrons.

## (c) Can the dispersion energy be written with the two responses alone?

Separate the denominator \(\omega_a+\omega_b\) by an integral over \(u\), and express \(E_{\rm disp}\) through \(\chi_A\) and \(\chi_B\).

**Solution.** For positive \(p\neq q\), partial fractions give

\[
\frac{pq}{(p^2+u^2)(q^2+u^2)}=\frac{pq}{q^2-p^2}\left[\frac1{p^2+u^2}-\frac1{q^2+u^2}\right].
\]

With \(\int_0^\infty du/(p^2+u^2)=\pi/(2p)\), the integral is

\[
\int_0^\infty\! du\,\frac{pq}{(p^2+u^2)(q^2+u^2)}=\frac{pq}{q^2-p^2}\,\frac{\pi}{2}\,\frac{q-p}{pq}=\frac{\pi}{2(p+q)}.
\]

Both sides are continuous at \(p=q\), so the result holds there too. Therefore

\[
\frac1{\omega_a+\omega_b}=\frac2\pi\int_0^\infty du\,\frac{\omega_a\omega_b}{(\omega_a^2+u^2)(\omega_b^2+u^2)} .
\]

Now let a product such as \(\chi_Av\) mean integration over the shared position, and let the trace close the chain:

\[
{\rm Tr}[\chi_Av\chi_Bv]=\int d1\,d2\,d3\,d4\;\chi_A(1,2)\,v(2,3)\,\chi_B(3,4)\,v(4,1).
\]

Insert the result of (b). The factor \(\rho_a(2)v(2,3)\rho_b(3)\) integrates to \(M_{ab}\), and so does \(\rho_b(4)v(4,1)\rho_a(1)\). The two minus signs cancel and the two factors of 2 multiply:

\[
{\rm Tr}[\chi_A(iu)v\chi_B(iu)v]=\sum_{ab}\frac{4\,\omega_a\omega_b}{(\omega_a^2+u^2)(\omega_b^2+u^2)}\,M_{ab}^2 .
\]

All terms are non-negative, so sum and integral may be exchanged. The prefactor becomes \(-\frac2\pi\cdot\frac14=-\frac1{2\pi}\), and

\[
\boxed{E_{\rm disp}=-\frac1{2\pi}\int_0^\infty du\,{\rm Tr}[\chi_A(iu)\,v\,\chi_B(iu)\,v]}
\]

Read from right to left, a density fluctuation on A acts through \(v\) on B, B responds, and its response acts back on A. Nothing has been expanded in the distance.

The prefactor can be checked against exact total energies. In the accompanying calculation, two small fragments of low symmetry have a second-order energy of \(-108.524\) microhartree, found by varying the strength of \(\hat V\). The induction energies, found in the same way, are \(-4.477\) and \(-4.676\) microhartree. What remains is

\[
-108.524+4.477+4.676=-99.371\ \text{microhartree},
\]

and the trace formula also gives \(-99.371\) microhartree.

## (d) What does charge conservation imply for each response?

Find \(\int d\mathbf r\,\chi(\mathbf r,\mathbf r';iu)\). Then express the dipole polarizability through \(\chi\) and decide whether it depends on the origin.

**Solution.** The integral of \(\hat n(\mathbf r)\) over all space is the electron number, which is a fixed \(N\) in an isolated fragment. For an excited state,

\[
\int d\mathbf r\,\rho_a(\mathbf r)=\langle0|\hat N|a\rangle=N\langle0|a\rangle=0 .
\]

Every term of \(\chi\) contains \(\rho_a(\mathbf r)\rho_a(\mathbf r')\), so

\[
\int d\mathbf r\,\chi(\mathbf r,\mathbf r';iu)=0=\int d\mathbf r'\,\chi(\mathbf r,\mathbf r';iu).
\]

The first equality says that a perturbation moves charge without creating any. The second says that a uniform shift of the potential moves nothing.

In a uniform field \(\mathbf F\), an electron of charge \(-1\) has the potential energy \(\varphi=\mathbf F\cdot\mathbf r\), and the induced dipole is \(-\int\mathbf r\,\delta n\). The polarizability is therefore

\[
\alpha_{ij}(iu)=-\iint d\mathbf r\,d\mathbf r'\,r_i\,\chi(\mathbf r,\mathbf r';iu)\,r'_j=\sum_{a\neq0}\frac{2\omega_a\,d_{a,i}\,d_{a,j}}{\omega_a^2+u^2},\qquad \mathbf d_a=\int d\mathbf r\,\mathbf r\,\rho_a .
\]

Replacing \(\mathbf r\) by \(\mathbf r-\mathbf c\) adds terms in which at least one argument of \(\chi\) is integrated with a constant. They vanish, so \(\alpha\) does not depend on the origin.

## (e) What is the leading energy at large distance?

Place the origin of B at \(\mathbf R=R\mathbf n\) from that of A. Find the leading power of \(1/R\) and its coefficient, first in general and then for isotropic polarizabilities.

**Solution.** Let \(\mathbf s_A\) and \(\mathbf s_B\) be positions measured from the two local origins. Then \(v=1/|\mathbf R+\mathbf x|\) with \(\mathbf x=\mathbf s_B-\mathbf s_A\), and for \(|\mathbf x|<R\)

\[
v=\frac1R+x_i\,\partial_i\frac1R+\frac12x_ix_j\,\partial_i\partial_j\frac1R+\dots
\]

Repeated indices are summed and derivatives act on \(\mathbf R\). A term of degree \(k\) in \(\mathbf s_A\) and \(l\) in \(\mathbf s_B\) scales as \(R^{-(k+l+1)}\).

In the trace, each \(v\) has one end on \(\chi_A\) and the other on \(\chi_B\). A term with \(k=0\) is constant at its A end, and \(\chi_A\) removes it by (d). A term with \(l=0\) is removed by \(\chi_B\). The first survivor has \(k=l=1\). It comes from the two cross terms of the quadratic part, which are equal:

\[
\frac12\left(-s_{A,i}s_{B,j}-s_{B,i}s_{A,j}\right)\partial_i\partial_j\frac1R=-s_{A,i}s_{B,j}\,\frac{3n_in_j-\delta_{ij}}{R^3}=s_{A,i}T_{ij}s_{B,j},
\]

\[
T_{ij}=\frac{\delta_{ij}-3n_in_j}{R^3}.
\]

With this term in both interactions, the position moments of \(\chi_A\) and \(\chi_B\) are \(-\alpha^A\) and \(-\alpha^B\). Their signs cancel:

\[
E_6=-\frac1{2\pi}\int_0^\infty du\,{\rm Tr}[\alpha^A(iu)\,T\,\alpha^B(iu)\,T].
\]

For isotropic fragments, \(\alpha_{ij}=\alpha\,\delta_{ij}\), and only \({\rm Tr}\,T^2\) is needed. Since \(\mathbf n\) is a unit vector,

\[
R^6\,T^2=1-6\,\mathbf n\mathbf n+9\,\mathbf n\mathbf n=1+3\,\mathbf n\mathbf n,\qquad {\rm Tr}\,T^2=\frac{3+3}{R^6}=\frac6{R^6}.
\]

Thus \(E_6=-C_6/R^6\), with

\[
\boxed{C_6=\frac3\pi\int_0^\infty du\,\alpha_A(iu)\,\alpha_B(iu)}
\]

The next correction depends on symmetry. Let the two interactions have degrees \((k,l)\) and \((k',l')\), so that the energy term scales as \(R^{-(k+l+k'+l'+2)}\). If each fragment has an inversion centre at its origin, then \(\chi(-\mathbf r,-\mathbf r')=\chi(\mathbf r,\mathbf r')\), and moments with odd \(k+k'\) or odd \(l+l'\) vanish. Only even powers of \(1/R\) remain, and the first correction is of order \(R^{-8}\). Without inversion symmetry an \(R^{-7}\) term is allowed.

The derivation needs fragments small compared with \(R\). It does not cover infinite gapless systems, for which neither \(|\mathbf x|<R\) nor a positive lowest \(\omega_a\) is available. For real densities with tails, the expansion is used as a large-distance form, since \(|\mathbf x|<R\) fails far out in the tails.

## (f) What happens if an approximate response does not conserve charge?

Let \(Q(u)=\iint d\mathbf r\,d\mathbf r'\,\chi(\mathbf r,\mathbf r';iu)\) be non-zero and negative, first for A alone and then for both fragments. Find the leading energy for an isotropic B.

**Solution.** If only \(\chi_A\) fails, terms with \(k=0\) survive, while B still requires \(l\geq1\). The leading term of each interaction is \(s_{B,i}\,\partial_i(1/R)=-\mathbf s_B\cdot\mathbf n/R^2\). The trace becomes

\[
Q_A\,\frac{1}{R^4}\iint(\mathbf s_B\cdot\mathbf n)\,\chi_B\,(\mathbf s'_B\cdot\mathbf n)=-\frac{Q_A\,\alpha_B}{R^4},
\]

and, since \(Q_A=-|Q_A|\),

\[
E\simeq-\frac1{2\pi R^4}\int_0^\infty du\,|Q_A|\,\alpha_B .
\]

This is a fluctuating net charge on A polarizing B. If both responses fail, the constant \(1/R\) survives in both interactions:

\[
E\simeq-\frac1{2\pi R^2}\int_0^\infty du\,Q_A\,Q_B .
\]

A non-zero \(Q\) in either response therefore destroys the \(R^{-6}\) law. For a symmetric, negative semidefinite response, the Cauchy–Schwarz inequality with the constant function shows that \(Q=0\) already forces the integrals of (d) to vanish, so for such responses the \(R^{-6}\) law needs charge conservation in each one separately. An indefinite response can violate (d) with \(Q=0\). If its moments with \(k+k'=1\) also vanish, the power stays \(R^{-6}\), but the coefficient can change. The numerical model of part (g) shows the loss of the \(R^{-6}\) law when the response matrix between sites is cut to its diagonal. Each diagonal element is a sum of non-positive terms, so \(Q<0\). The distances used next serve only to isolate the power law of the instantaneous model: light needs about 1.5 to 2.9 atomic time units to cross them, which is not short compared with \(1/\omega\) for the lowest dipole excitations (1.1 and 1.5), so the condition stated in the setting fails there. Between 200 and 400 bohr the model energy falls with the following exponents:

- \(-6.000\) with both full responses,
- \(-4.000\) with only A cut,
- \(-2.000\) with both cut.

The damage is large at moderate distance too. With both cut, the \(R^{-2}\) coefficient is 1.339 hartree bohr\(^2\), so the leading term at 10 bohr is \(-1.339/100=-1.3\times10^{-2}\) hartree. The full responses give \(-3.4\times10^{-6}\) hartree there.

## (g) How do the two expressions compare in a solvable model?

Each fragment is an octahedron of six point sites with two electrons of opposite spin. Electrons hop between neighbouring sites, repel each other as \(1/r\) on different sites, and by 1 hartree on the same site. Each site carries a fixed charge of \(+1/3\). The radii are 1.0 bohr (A) and 1.5 bohr (B), and the hopping matrix elements are \(-0.20\) and \(-0.15\) hartree. The sign matters, because the bonds of an octahedron form triangles. There is no hopping between the fragments. The fragments are separated along a common fourfold axis. The computed properties are:

| | A | B |
|---|---|---|
| \(\alpha(0)\) (bohr\(^3\)) | 1.3599 | 3.7231 |
| lowest dipole excitation (hartree) | 0.8815 | 0.6850 |

Estimate \(C_6\) from these four numbers, and compare \(-C_6/R^6\) with the unexpanded energy.

**Solution.** The six sites are equivalent and the ground state of each fragment is non-degenerate, so each site holds \(2/6=1/3\) electron on average, and the fixed charge cancels it. There is no permanent field, and both the first-order energy and the induction energy vanish.

Suppose that the lowest dipole excitation carries the whole polarizability. Then \(\alpha(iu)=\alpha(0)\,\omega^2/(\omega^2+u^2)\), and the integral from (c) gives

\[
C_6\approx\frac3\pi\,\alpha_A\alpha_B\,\omega_A\omega_B\,\frac{\pi}{2(\omega_A+\omega_B)}=\frac32\,\alpha_A\alpha_B\,\frac{\omega_A\omega_B}{\omega_A+\omega_B},
\]

where \(\alpha_A\) and \(\alpha_B\) are static values. Numerically,

\[
C_6\approx1.5\times5.063\times\frac{0.6038}{1.5665}=2.927\ \text{hartree bohr}^6 .
\]

This is a lower bound. By (d), \(\alpha(iu)=\sum_a\alpha_a\,\omega_a^2/(\omega_a^2+u^2)\) with weights \(\alpha_a\ge0\) that add up to \(\alpha(0)\), so the same integral gives the exact \(C_6=\frac32\sum_{ab}\alpha_a\alpha_b\,\omega_a\omega_b/(\omega_a+\omega_b)\). The factor \(\omega_a\omega_b/(\omega_a+\omega_b)\) grows with either frequency, and any other dipole excitation lies higher. The full frequency integral gives \(C_6=2.930\) hartree bohr\(^6\), or 1.751 eV Å\(^6\). The estimate is 0.1% below it, so in this model nearly all of the polarizability comes from excitations at or close to the lowest dipole frequency. For a real atom the error depends on how much of the polarizability its first line carries, and it can be much larger: for two hydrogen atoms, \(\alpha(0)=4.5\) bohr\(^3\) and \(\omega=0.375\) hartree give \(0.75\times4.5^2\times0.375=5.70\) hartree bohr\(^6\), which is 12% below the full value of 6.50.

At 10 bohr, \(-C_6/R^6=-2.930/10^6=-2.930\times10^{-6}\) hartree. The comparison with the unexpanded energy is:

| \(R\) (bohr) | \(E_{\rm disp}\) (hartree) | \(-C_6/R^6\) (hartree) | ratio |
|---|---|---|---|
| 6 | \(-9.842\times10^{-5}\) | \(-6.281\times10^{-5}\) | 1.567 |
| 10 | \(-3.372\times10^{-6}\) | \(-2.930\times10^{-6}\) | 1.151 |
| 20 | \(-4.731\times10^{-8}\) | \(-4.579\times10^{-8}\) | 1.033 |
| 40 | \(-7.212\times10^{-10}\) | \(-7.154\times10^{-10}\) | 1.008 |

The octahedra have inversion centres, so by (e) the ratio should approach 1 with a deviation proportional to \(1/R^2\). Multiplying the deviation by \(R^2\) gives 15.1, 13.3 and 12.8 bohr\(^2\) at 10, 20 and 40 bohr, which is levelling off as expected. These are properties of the instantaneous model. With the same polarizabilities, the retarded (Casimir–Polder) dipole formula, quoted here without derivation, multiplies the integrand of \(C_6\) by \(e^{-2x}\left(1+2x+\tfrac53x^2+\tfrac23x^3+\tfrac13x^4\right)\) with \(x=uR/c\). This would weaken the dipole term by about 0.1%, 0.4% and 1.3% at 10, 20 and 40 bohr. That is more than the 0.8% multipole deviation at 40 bohr and more than the higher-order correction at 10 bohr quoted next.

Diagonalizing the complete four-electron model gives interaction energies of \(-9.809\times10^{-5}\) hartree at 6 bohr and \(-3.3715\times10^{-6}\) hartree at 10 bohr. Relative to these, the trace formula is too strong by 0.34% and 0.025%. Because the first-order and induction energies vanish, these differences come from third and higher orders in \(\hat V\). At 6 bohr the leading multipole term misses 36% of the unexpanded energy, so there, in this point-site model without density overlap or exchange, the multipole truncation costs far more than stopping at second order.

## Table of computed values

```
LOW-SYMMETRY TEST PAIR
separation of origins: 4.5826 bohr
chi(iu), time vs states, max diff: 5.2e-12 a.u.
largest row sum of chi: 1.6e-15 a.u.
total second-order energy: -1.08523623e-04 hartree
induction of A: -4.47663527e-06 hartree
induction of B: -4.67587788e-06 hartree
dispersion, exact energies: -9.93711095e-05 hartree
dispersion, trace formula:  -9.93711092e-05 hartree
dispersion, sum of states:  -9.93711092e-05 hartree
R^-6 coefficient, tensor formula: 0.55457 hartree bohr^6
R^-6 coefficient, from energies:  0.55451 hartree bohr^6
TWO OCTAHEDRA
on-site repulsion: 1.00 hartree
A: radius 1.00 bohr, hopping 0.20 hartree
A: lowest dipole excitation 0.88150 hartree
B: radius 1.50 bohr, hopping 0.15 hartree
B: lowest dipole excitation 0.68503 hartree
u (hartree), alpha_A(iu), alpha_B(iu) (bohr^3):
  0.0  1.35990  3.72311
  0.5  1.02896  2.43071
  1.0  0.59481  1.19184
  2.0  0.22137  0.39307
C6, frequency integral: 2.930426 hartree bohr^6
C6, sum over states:    2.930426 hartree bohr^6
C6, from energies:      2.930362 hartree bohr^6
C6 converted: 1.75101 eV angstrom^6
R (bohr), E_disp (hartree), -C6/R^6 (hartree), ratio:
  6  -9.84187e-05  -6.28092e-05  1.56695
  10  -3.37236e-06  -2.93043e-06  1.15081
  20  -4.73052e-08  -4.57879e-08  1.03314
  40  -7.21172e-10  -7.15436e-10  1.00802
exact energy at R=6 bohr: -9.80880e-05 hartree
  trace formula deviates by 0.337 percent
exact energy at R=10 bohr: -3.37151e-06 hartree
  trace formula deviates by 0.025 percent
decay exponent between R = 200 and 400 bohr:
  both responses conserve charge: -6.0003
  only B conserves charge:        -4.0003
  neither conserves charge:       -2.0000
R^-4 coefficient, only B conserves: 1.19325 hartree bohr^4
R^-2 coefficient, neither conserves: 1.33855 hartree bohr^2
```
